\section*{Why Third Cumulants of Current Noise Depend on the Measuring Circuit}

\section{What the circuit can add}

A conductor at a fixed voltage $V$ has a mean current $I(V)$, a noise $S(V)$ and a third cumulant $C(V)$. Here $S$ is the time integral of the current correlator, and $C$ is the double time integral of the third-order correlator. This is the two-sided convention, in which equilibrium noise is $2kTG$, with $G=dI/dV$. The units of $S$ are $\mathrm{A^2\,s}=\mathrm{A^2/Hz}$, and those of $C$ are $\mathrm{A^3\,s^2}=\mathrm{A^3/Hz^2}$.

Now place a linear resistor $Z$ in series. The voltage across the sample fluctuates, and the sample responds through the derivatives of $I$, $S$ and $C$. Three requirements restrict the resulting correction.

First, count powers of the charge quantum $e$. At fixed $V$ and fixed $kT/e$, the noise is proportional to $e$ and the third cumulant to $e^2$. A correction built from the noise must therefore contain two factors of it to be of the same order as the third cumulant. Secondly, it must contain a voltage derivative, because a sample with constant $G$ and $S$ gives no feedback. The simplest candidates are $S\,S'$ and $S^2I''$, where primes denote $d/dV$. Thirdly, the units must match: $SS'$ needs one factor of resistance and $S^2I''$ needs two. This suggests the following form, which the derivation below confirms:
\begin{equation}
C_{\rm circuit}\propto C+\alpha\,Z\,S\,S'+\beta\,Z^2S^2I'' ,
\end{equation}
where $\alpha$ and $\beta$ are functions of the dimensionless product $ZG$, and the noise $S_Z$ of the resistor may replace a factor $S$. Symmetry agrees. If the sample is unchanged by reversing the bias, $S$ is even in $V$, while $C$, $S'$ and $I''$ are odd, so all three terms are odd.

The feedback is thus not a small correction in powers of $e$. When the current--voltage curve is straight, it vanishes unless the noise depends on voltage; a curved characteristic adds the last term.

\section{The mechanism}

Let a source $V_0$ feed a node through $Z$, and let the sample connect the node to ground. Write $\xi_s$ and $\xi_Z$ for the current noises of sample and resistor. To first order, current conservation reads
\begin{equation}
G\,\delta V+\xi_s=-\frac{\delta V}{Z}+\xi_Z .
\end{equation}
Solving for $\delta V$, and inserting it in $\delta I=G\,\delta V+\xi_s$, gives
\begin{equation}
\delta V=R_p(\xi_Z-\xi_s),\qquad
\delta I=\frac{\xi_s+ZG\,\xi_Z}{1+ZG},\qquad
R_p=\frac{Z}{1+ZG}.
\end{equation}
An upward fluctuation of the sample current lowers the sample voltage. If $S$ grows with $V$, the noise that follows is weaker. Large positive excursions are damped and negative ones enhanced, which reduces a positive third cumulant. Noise from the resistor acts the other way on the current: it raises $V$ and $I$ together.

The strength of this effect is $S'$ times the correlation between $\delta V$ and the measured fluctuation. That correlation is quadratic in the noise amplitudes, as required by the counting above. A factor of three appears because any one of the three fluctuations in the cumulant can be the one correlated with the voltage, while the other two supply the modulated noise. The derivation below confirms this factor.

\section{Derivation}

\subsection{From node charge to an extremum}

Assume that the sample responds instantly to $V(t)$, that $Z$ is real over the measured band, that the resistor noise is Gaussian, and that one electron changes the node voltage by much less than $kT/e$. For node capacitance $C_n$ the last condition is
\begin{equation}
N=\frac{C_n kT}{e^2}\gg1 .
\end{equation}
At fixed $V$, let charge $Q_s$ pass through the sample in a long time $t$. Its statistics define $K_s$ by $\ln\langle e^{aQ_s}\rangle=tK_s(a;V)$, so that
\begin{align}
K_s(a;V)&=I a+\tfrac12Sa^2+\tfrac16Ca^3+\cdots,\\
K_Z(q;V)&=\frac{V_0-V}{Z}\,q+\tfrac12S_Zq^2 .
\end{align}
With both elements present, the node charge $Q$ is a Markov process. Count the charge through the sample with a factor $e^{\lambda Q_s}$. For long times its average grows as $e^{\Lambda t}$, multiplied by a function $\varphi(Q)$ of the initial node charge. Define $q=d\ln\varphi/dQ$. A charge $\delta$ passing through the sample leaves the node, so it contributes $e^{\lambda\delta}\varphi(Q-\delta)/\varphi(Q)\simeq e^{(\lambda-q)\delta}$. A charge $\delta$ arriving through the resistor contributes $e^{q\delta}$. The variation of $q$ during one jump is neglected, which is an error of relative order $1/N$. Summing over events gives
\begin{equation}
\Lambda=H(V,q)\equiv K_s(\lambda-q;V)+K_Z(q;V),
\end{equation}
at every $V$, with $q=q(V)$. Differentiating with respect to $V$ gives $0=\partial_VH+q'(V)\,\partial_qH$. At $\lambda=0$ one has $q=0$, and $\partial_qH=(V_0-V)/Z-I(V)$ crosses zero at the mean voltage $\bar V$. For small $\lambda$ the crossing persists nearby. There $\partial_qH=0$, hence also $\partial_VH=0$: $\Lambda$ is the value of $H$ at a stationary point in $V$ and $q$.

\subsection{Current cumulants}

Put $V=\bar V+\delta V$ and $a=\lambda-q$, and evaluate all sample functions at $\bar V$. Since $I=(V_0-\bar V)/Z$, the linear part of $H$ is $I\lambda$. The quadratic and cubic parts are
\begin{align}
H_2&=G\,\delta V\,a+\tfrac12Sa^2-\frac{\delta V\,q}{Z}+\tfrac12S_Zq^2,\\
H_3&=\tfrac16Ca^3+\tfrac12S'\,\delta V\,a^2+\tfrac12I''\,\delta V^2a .
\end{align}
Stationarity of $H_2$ gives the solution to first order in $\lambda$. Varying $\delta V$ yields $Ga=q/Z$. With $a+q=\lambda$ this means
\begin{equation}
a=\frac{\lambda}{1+ZG},\qquad q=\frac{ZG\,\lambda}{1+ZG}.
\end{equation}
Varying $q$, with $\partial a/\partial q=-1$, yields
\begin{equation}
-G\,\delta V-Sa-\frac{\delta V}{Z}+S_Zq=0
\quad\Rightarrow\quad \delta V=R_p(S_Zq-Sa)=c\,a,
\end{equation}
where
\begin{equation}
c=R_p(ZG\,S_Z-S).
\end{equation}
This $c$ is the correlation of $\delta V$ with $(1+ZG)\,\delta I$ found from the mechanism.

The second-order corrections to $\delta V$ and $q$ are not needed for the third cumulant. In $H_2$ they would enter at third order multiplied by the first derivatives of $H_2$, which vanish at the first-order solution. In $H_3$ they enter at fourth order. The terms of order $\lambda^3$ are therefore $H_3$ at the first-order solution. Equating them to $C_I\lambda^3/6$,
\begin{equation}
C_I=\frac{C+3S'c+3I''c^2}{(1+ZG)^3}.
\label{CI}
\end{equation}
At second order the two terms with $\delta V$ in $H_2$ cancel, because $Ga=q/Z$. What remains is $S_I=[S+(ZG)^2S_Z]/(1+ZG)^2$. At leading order in $1/N$ the ordinary noise has circuit division but no feedback from $S'$.

\subsection{Voltage cumulants}

An amplifier across the sample records $V(t)$. To count the integral of $V-\bar V$, set $\lambda=0$, so that $a=-q$, and add $\kappa\,\delta V$ to $H$. Varying $\delta V$ and $q$ now gives
\begin{equation}
\kappa+a\left(G+\frac1Z\right)=0\ \Rightarrow\ a=-R_p\kappa,
\qquad \delta V=-R_p(S+S_Z)a=R_pu\,\kappa,
\end{equation}
with $u=R_p(S+S_Z)$. Inserting these in $H_3$ and multiplying by $6/\kappa^3$,
\begin{equation}
C_V=-R_p^3\left[C-3S'u+3I''u^2\right].
\label{CV}
\end{equation}
The overall minus sign arises because extra sample current lowers the node voltage. The second cumulant is $S_V=R_p^2(S+S_Z)$. Both noise sources now contribute to $u$ with the same sign, so resistor noise cannot make $u$ vanish, as it can $c$. In a linear sample the two contributions to the feedback therefore cannot cancel. In a curved sample the terms with $S'$ and $I''$ can still cancel each other.

\subsection{A microscopic test}

The formulas were compared with a master equation for tunnel events and resistor jumps, extrapolated from $N=200$ and $400$ to large $N$. In units $e=kT=R=1$, with $Z=0.5$, $S_Z=10$ and $\bar V=2$, a linear junction gives $C_I=1.0069$ and $C_V=0.2013$, both by counting and by formula. Multiplying the tunnel rates by $1+0.1V^2$ curves the characteristic; counting and formula then both give $2.5433$ and $-0.3058$. As a control, the noise of the linear junction was made independent of voltage, with its mean current unchanged. The counted values became $0.5926$ and $-0.0741$, which are the bare values $C/(1+ZG)^3$ and $-R_p^3C$. Removing the voltage dependence of the noise thus removes the feedback.

\section{A tunnel junction}

\subsection{Noise functions}

In a tunnel junction of resistance $R=1/G$, independent electrons cross forward and backward at rates $\Gamma_+$ and $\Gamma_-$. Their counts are Poissonian, so $I=e(\Gamma_+-\Gamma_-)$, $S=e^2(\Gamma_++\Gamma_-)$ and $C=e^3(\Gamma_+-\Gamma_-)$. Detailed balance, $\Gamma_+/\Gamma_-=e^{eV/kT}$, gives with $x=eV/2kT$
\begin{equation}
S=eI\coth x,\qquad C=e^2I,\qquad
S'=eG\left(\coth x-\frac{x}{\sinh^2x}\right).
\end{equation}
Let the resistor have noise temperature $T_Z$, so $S_Z=2kT_Z/Z$. To compare circuits, divide out the bare values:
\begin{equation}
r_I=\frac{(1+ZG)^3C_I}{e^2I}=1+\frac{3S'c}{e^2I},\qquad
r_V=-\frac{C_V}{R_p^3e^2I}=1-\frac{3S'u}{e^2I}.
\end{equation}
A value of one means no net feedback. In $r_I$ the contributions of sample and resistor may cancel; in $r_V$ they have the same sign and cannot.

\subsection{Low bias}

For small $x$, $x\coth x\simeq1+x^2/3$. Then $S\simeq2kTG(1+x^2/3)$ and $S'\simeq e^2GV/3kT$, so $3S'/e^2I=1/kT$. The correlations follow from the equilibrium noises:
\begin{equation}
c=\frac{2kZ(T_Z-T)}{R+Z},\qquad u=\frac{2k(ZT+RT_Z)}{R+Z}.
\end{equation}
Therefore
\begin{equation}
r_I\to1+\frac{2Z(T_Z-T)}{(R+Z)T},\qquad
r_V\to1-\frac{2(ZT+RT_Z)}{(R+Z)T}.
\end{equation}
At equal temperatures $r_I=1$, but $r_V=-1$ for any $Z$. The voltage cumulant then has its bare magnitude and the opposite sign.

Making $Z$ small does not cure this. The voltage fluctuations shrink, but so does the signal. In the ratio what matters is $u$, which tends to $2kT_Z$ because the current noise of the resistor grows as $1/Z$. For the current, by contrast, $c\to0$ and $r_I\to1$ as $Z\to0$.

\subsection{High bias}

For $eV$ much larger than $kT$, $kT_Z$ and $kT_ZR/Z$, $S\to eI$ and $S'\to eG$, while $S_Z$ becomes negligible beside $S$. Then $u\to R_peI$ and $c\to-R_peI$, so both ratios tend to
\begin{equation}
r_I,\ r_V\to1-3R_pG=1-\frac{3Z}{R+Z}.
\end{equation}
This is positive for $Z<R/2$. With equal temperatures $r_V$ starts at $-1$, so in such a circuit it must pass through zero at some bias. A vanishing voltage cumulant therefore does not show that the tunnelling statistics are symmetric.

\section{How large the effect is}

Take $R=Z=50~\Omega$, $T=T_Z=4.2$~K and $V=1.0$~mV. The current is $20~\mu$A, $R_p=25~\Omega$ and $eV/kT=2.76$. The noises are $S=3.636\times10^{-24}$ and $S_Z=2.319\times10^{-24}~\mathrm{A^2/Hz}$, and the slope is $S'=2.363\times10^{-21}~\mathrm{A^2/(Hz\,V)}$. In units of $10^{-43}~\mathrm{A^3/Hz^2}$, the bracket in Eq.~(\ref{CV}) contains
\begin{align}
e^2I&=5.13,\\
-3R_pSS'&=-3(25)(3.636\times10^{-24})(2.363\times10^{-21})/10^{-43}=-6.44,\\
-3R_pS_ZS'&=-3(25)(2.319\times10^{-24})(2.363\times10^{-21})/10^{-43}=-4.11 .
\end{align}
The sum is $-5.42$. Multiplication by $-R_p^3=-(25~\Omega)^3$ gives $C_V=8.47\times10^{-39}~\mathrm{V^3/Hz^2}$. Without feedback it would be $-8.02\times10^{-39}~\mathrm{V^3/Hz^2}$. The similar magnitudes hide a change of sign.

At this same bias and temperature, raising $Z$ from 5 to $100~\Omega$ lowers $r_I$ from 0.92 to 0.39, and $r_V$ from $-0.68$ to $-1.21$. For $Z=10~\Omega$, $r_V$ is $-0.75$ at 1~mV, crosses zero at 3.6~mV and has the high-bias limit 0.5.

For $Z=50~\Omega$ the dependence on bias is not monotonic: $r_V$ is $-1.001$, $-1.026$, $-1.056$ and $-0.980$ at 0.1, 0.5, 1 and 2~mV, with the limit $-0.5$. The next order at low bias explains the initial fall. With $b=Z/(R+Z)$ and equal temperatures, $x\coth x\simeq1+x^2/3-x^4/45$ gives
\begin{equation}
S'\simeq\frac{2eGx}{3}\left(1-\frac{2x^2}{15}\right),\qquad
u\simeq2kT\left(1+\frac{bx^2}{3}\right).
\end{equation}
Since $e^2I=2kTeGx$, it follows that
\begin{equation}
r_V\simeq-1+\left(\frac4{15}-\frac{2b}{3}\right)x^2 .
\end{equation}
The coefficient is negative for $b>2/5$, that is, for $Z>2R/3$. The growth of the sample noise then outweighs the flattening of $S'$ relative to $V$.

\section{What to do about it}

\textbf{Recover the intrinsic cumulant from the voltage record.} For a linear characteristic and bias-independent $S_Z$, the measured voltage noise supplies both feedback factors: $u=S_V/R_p$ and $S'=R_p^{-2}\,dS_V/dV$. Equation~(\ref{CV}) becomes
\begin{equation}
C=\frac{1}{R_p^3}\left(-C_V+3S_V\frac{dS_V}{dV}\right),
\end{equation}
where $V$ is the mean sample voltage. In the example, $S_V=3.72\times10^{-21}~\mathrm{V^2/Hz}$ and $dS_V/dV=1.48\times10^{-18}~\mathrm{V/Hz}$. The last term in parentheses is $1.65\times10^{-38}~\mathrm{V^3/Hz^2}$; subtracting $C_V$ and dividing by $R_p^3$ returns $5.1\times10^{-43}~\mathrm{A^3/Hz^2}$. Noise that the amplifier adds to its output without driving the sample must be removed from $S_V$ first. Noise sent back into the sample must be kept. This separation assumes that the added output noise is Gaussian and uncorrelated with the noise sent back; a correlated part gives the measured third cumulant a further term proportional to $S'$, which the recipe does not remove. The recipe also assumes that the static slope $dS_V/dV$ equals the slope felt by the fluctuations. Slow electron heating adds to the static slope only; with the heating estimated below, the recovered $C$ would be about 3\% too large.

\textbf{Control the noise temperature of the circuit.} For a linear sample, Eq.~(\ref{CV}) is a straight line in $S_Z$ with slope $3R_p^4S'$. Changing $S_Z$ while holding sample temperature, bias and $Z$ fixed therefore isolates the feedback. Raising $T_Z$ from 4.2 to 10~K in the example changes $r_V$ from $-1.06$ to $-2.16$ and $r_I$ from 0.55 to 1.65.

\textbf{Choose the measured quantity and impedance together.} For a current measurement, reduce $Z$ until $|3S'c|\ll C$ in a linear sample. For a voltage measurement, a small $Z$ must be accompanied by $kT_Z$ small enough that $3S'u\ll C$; at low bias this means $T_Z\ll T$ as well as $Z\ll R$.

The example has the rough scale of a normal-metal junction read through a cryogenic microwave line. One exposed assumption in such a setup is that the line has the sample's temperature, since an amplifier can send back noise of a different temperature; the 10~K case shows the size of that error. Electron heating is smaller here. If each electrode receives half the Joule power and conducts it away through a $0.5~\Omega$ lead, the Wiedemann--Franz law gives $T_e=4.25$~K. With the line kept at 4.2~K, and $T_e$ too slow to follow the fluctuations, $r_V$ changes from $-1.056$ to $-1.047$. The two leads also put $1~\Omega$ in series with the junction. If the amplifier sits outside them, this acts on $r_V$ like raising $Z$ by $1~\Omega$ and cancels about half of that shift, giving $-1.051$; the recipe then returns the third cumulant of junction and leads together. Leaving the lead resistance aside, a $T_e$ that followed the voltage along the static heating curve would add a term to $S'$ and give $r_V\approx-1.07$. A fast $T_e$ follows the power $VI$, however, which also contains the current noise of the junction; this removes more than half of the added term and gives $r_V\approx-1.06$. For a rough capacitance of 0.3~pF, $N\approx700$, so $1/N$ is about $0.15\%$, and the corrections of this order to $C_V$ and $C_I$ are about $0.02\%$ in this circuit; the estimated charging correction to $G$ is $0.025\%$. At 1~GHz the capacitive phase $2\pi fR_pC_n$ is 0.047~rad, and finite frequency changes $S$ by a few parts in $10^6$ and $S_Z$ by about one part in $10^5$. A slightly curved characteristic $I=GV[1+(V/V_b)^2]$ with $V_b=0.5$~V has $I''=6GV/V_b^2$, and the term $3I''u^2$ is then about $6\times10^{-5}$ of $e^2I$.

These estimates do not cover reflections in a long mismatched line, where $Z$ becomes complex and varies across the band. Nor do they cover a sample with slow internal dynamics. Its noise cannot follow $V(t)$ instantly, and the static slope $dS/dV$ must then be replaced by a frequency-dependent response of the noise to voltage.

\section*{Computed results}
\begin{verbatim}
MASTER EQUATION, units e = kT = R = 1, Z = 0.5, S_Z = 10, V = 2
linear junction: C_I counted 1.0069, formula 1.0069; C_V counted 0.2013, formula 0.2013
curved junction: C_I counted 2.5433, formula 2.5433; C_V counted -0.3058, formula -0.3058
frozen-noise control: C_I counted 0.5926, formula 0.5926; C_V counted -0.0741, formula -0.0741
counting field 0.3: eigenvalue 0.70744, extremum 0.70744
EXAMPLE: R = 50 ohm, Z = 50 ohm, T = 4.2 K, V = 1.0 mV
mean current = 20.0 uA; Rp = 25.0 ohm
eV/kT = 2.763
sample noise S = 3.636e-24 A^2/Hz
resistor noise S_Z = 2.319e-24 A^2/Hz
noise slope dS/dV = 2.363e-21 A^2/(Hz V)
intrinsic third cumulant e^2 I = 5.134e-43 A^3/Hz^2
feedback from sample noise = -6.444e-43 A^3/Hz^2
feedback from resistor noise = -4.111e-43 A^3/Hz^2
sum of the three = -5.421e-43 A^3/Hz^2
voltage third cumulant C_V = 8.470e-39 V^3/Hz^2
without feedback it would be -8.022e-39 V^3/Hz^2
NORMALIZED CUMULANTS r_I, r_V (1 = no feedback), V = 1 mV
Z =     5 ohm: r_I = 0.917, r_V = -0.684
Z =    10 ohm: r_I = 0.849, r_V = -0.753
Z =    25 ohm: r_I = 0.697, r_V = -0.904
Z =    50 ohm: r_I = 0.546, r_V = -1.056
Z =   100 ohm: r_I = 0.394, r_V = -1.207
r_V AGAINST BIAS for Z = 10 ohm and Z = 50 ohm
V = 0.1 mV: -0.997, -1.001
V = 0.5 mV: -0.929, -1.026
V = 1.0 mV: -0.753, -1.056
V = 2.0 mV: -0.358, -0.980
Z = 10 ohm: r_V changes sign at V = 3.614 mV
high-bias limit of r_V: Z = 10 ohm 0.500, Z = 50 ohm -0.500
resistor at 10 K, Z = 50 ohm, V = 1 mV: r_I = 1.651, r_V = -2.162
NEGLECTED EFFECTS at V = 1 mV, Z = 50 ohm
rough inputs: C = 0.3 pF, f = 1 GHz, lead 0.5 ohm, barrier 0.5 V
heated electrons: T = 4.248 K, r_V = -1.047 (unheated -1.056)
capacitive phase 2 pi f Rp C = 0.0471 rad
hf/kT = 0.0114; relative quantum change of S = 3.4e-06
node number N = 678, 1/N = 1.5e-03
charging correction to G, e^2/(6 C kT) = 2.5e-04
barrier-curvature term relative to e^2 I = 6.2e-05
\end{verbatim}
